# The Franz two-band tunnelling dispersion and its parabolic edge limits

## Result

Hartree atomic units are used. An insulating film has conduction edge $E_c$, valence edge $E_v$ and gap $E_g=E_c-E_v$. For an electron energy $E$ inside the gap, define

$$a=E_c-E>0,\qquad b=E-E_v>0,\qquad a+b=E_g .$$

Let $m_c$ and $m_v$ be the positive effective masses at the two edges. The valence band curves downwards, so its energy near the edge is $E_v-k^2/(2m_v)$. The wave number $k$ is measured from the point $k_0$ at which both edges lie. A tunnelling state has $k=i\kappa$, so its amplitude falls as $e^{-\kappa x}$ and its probability as $e^{-2\kappa x}$.

**Theorem.** Consider the two-band Hamiltonian

$$H(k)=\begin{pmatrix}E_c+\alpha k^2 & Pk\\ P^*k & E_v+\beta k^2\end{pmatrix}$$

with real $\alpha,\beta$ and positive edge masses.

1. Its imaginary wave numbers in the gap satisfy
$$ab=D\kappa^2+\alpha\beta\,\kappa^4,\qquad D=\frac{b}{2m_c}+\frac{a}{2m_v}. \tag{1}$$
2. If $\alpha\beta=0$, each gap energy has one pair $k=\pm i\kappa$, given by the Franz dispersion
$$\frac1{\kappa^2}=\frac1{2m_ca}+\frac1{2m_vb}. \tag{2}$$
Conversely, if (2) holds at a gap energy, then $\alpha\beta=0$.
3. Near the edges, the Franz dispersion becomes parabolic: $\kappa^2\to2m_ca$ as $a\to0$, and $\kappa^2\to2m_vb$ as $b\to0$.

Equation (2) is therefore not a general property of insulators. It is a property of a restricted two-band model. Where the more general Hamiltonian $H(k)$ describes the film, it is also a good approximation to a root $\kappa$ at which the quartic term in (1) is small compared with $ab$.

## Where the two-band Hamiltonian comes from

The assumptions are a one-electron Schrödinger equation along the transport direction, zero transverse momentum, no spin-orbit coupling, and a crystal with inversion symmetry. The point $k_0$ is equivalent to $-k_0$ up to a reciprocal-lattice vector. The edge states there are nondegenerate and have opposite parity.

**Lemma 1.** For small $k$ and energies close to the edges compared with the distance to remote bands, the Schrödinger equation reduces approximately to $H(k)$, with the remote bands included to second order in their coupling.

*Proof.* Let $\phi_n$ be the normalized Bloch states at $k_0$, with energies $E_n$. Write

$$\psi(x)=e^{ikx}\sum_n c_n\phi_n(x).$$

The momentum operator $p=-i\,d/dx$ obeys $p(e^{ikx}\phi)=e^{ikx}(p+k)\phi$. Applying it twice gives $p^2/2\to p^2/2+kp+k^2/2$. Since $(p^2/2+V)\phi_n=E_n\phi_n$, projection onto $\phi_n$ over one cell yields

$$\left(E_n+\frac{k^2}{2}\right)c_n+k\sum_m p_{nm}c_m=Ec_n,\qquad p_{nm}=\langle\phi_n|p|\phi_m\rangle. \tag{3}$$

The projection uses the states at $k_0$, not $\psi^*$, so $k$ is never conjugated and (3) holds for complex $k$ too.

Inversion maps $k_0$ to an equivalent point, so each nondegenerate $\phi_n$ has a parity. Momentum is odd and connects states of opposite parity; in particular $p_{nn}=0$. Set $P=p_{cv}$.

For a remote band $r$, the leading part of (3) is

$$(E-E_r)c_r=k(p_{rc}c_c+p_{rv}c_v).$$

Solving for $c_r$ and inserting it into the conduction row produces the diagonal term $k^2\sum_r|p_{cr}|^2/(E-E_r)$. It also produces an off-diagonal term proportional to $p_{cr}p_{rv}$. That product vanishes: a remote state of parity opposite to $c$ has the parity of $v$, and then $p_{rv}=0$.

The remaining denominators vary slowly if remote bands are far away. Evaluating each at its own edge gives

$$\alpha=\frac12+\sum_{r\ne c,v}\frac{|p_{cr}|^2}{E_c-E_r},\qquad
\beta=\frac12+\sum_{r\ne c,v}\frac{|p_{vr}|^2}{E_v-E_r}. \tag{4}$$

These are the diagonal coefficients in $H(k)$. $\square$

The terms $1/2$ are the free-electron kinetic energy. They enter both rows, so a microscopic crystal does not in general satisfy $\alpha\beta=0$.

**Lemma 2.** The edge masses obey

$$\frac1{2m_c}=\alpha+\frac{|P|^2}{E_g},\qquad
\frac1{2m_v}=\frac{|P|^2}{E_g}-\beta. \tag{5}$$

*Proof.* For real $k$, the secular equation is

$$(E-E_c-\alpha k^2)(E-E_v-\beta k^2)=|P|^2k^2.$$

Near the conduction edge, put $E=E_c+\varepsilon k^2$. The first factor is $(\varepsilon-\alpha)k^2$ and the second tends to $E_g$. Dividing by $k^2$ gives $\varepsilon=\alpha+|P|^2/E_g$, which is $1/(2m_c)$.

Near the valence edge, put $E=E_v+\varepsilon k^2$. The first factor tends to $-E_g$ and the second is $(\varepsilon-\beta)k^2$. Hence $\varepsilon=\beta-|P|^2/E_g$. This equals $-1/(2m_v)$ because the band curves down. $\square$

The interband coupling pushes the two bands apart. It therefore contributes the same positive amount to both inverse masses, whereas $\alpha$ and $\beta$ enter with opposite signs.

## Proof of the theorem

**Part 1.** Substitute $k=i\kappa$, so that $k^2=-\kappa^2$. The diagonal entries of $H-E$ are

$$a-\alpha\kappa^2\quad\text{and}\quad -b-\beta\kappa^2.$$

The product of the off-diagonal entries is $|P|^2k^2=-|P|^2\kappa^2$. The continued matrix is not Hermitian, and this product must not be replaced by $|Pk|^2$, which has the opposite sign. The determinant condition is thus

$$(a-\alpha\kappa^2)(-b-\beta\kappa^2)+|P|^2\kappa^2=0.$$

Multiplying out gives

$$-ab-\beta a\kappa^2+\alpha b\kappa^2+\alpha\beta\kappa^4+|P|^2\kappa^2=0,$$

or

$$ab=\left(|P|^2+\alpha b-\beta a\right)\kappa^2+\alpha\beta\kappa^4. \tag{6}$$

Now use (5) to replace $\alpha$ by $1/(2m_c)-|P|^2/E_g$ and $\beta$ by $|P|^2/E_g-1/(2m_v)$. The bracket becomes

$$|P|^2-\frac{|P|^2(a+b)}{E_g}+\frac{b}{2m_c}+\frac{a}{2m_v}.$$

Because $a+b=E_g$, the terms containing $|P|^2$ cancel. What remains is $D$, proving (1).

**Part 2.** If $\alpha\beta=0$, the secular equation is linear in $k^2$, with solution $k^2=-ab/D$. Since $a$, $b$ and $D$ are positive, there is one imaginary pair. Taking the reciprocal,

$$\frac1{\kappa^2}=\frac{D}{ab}=\frac{b}{2m_cab}+\frac{a}{2m_vab}
=\frac1{2m_ca}+\frac1{2m_vb}.$$

Conversely, (2) says $ab=D\kappa^2$. Subtracting this from (1) leaves $\alpha\beta\kappa^4=0$, and $\kappa>0$ requires $\alpha\beta=0$.

**Part 3.** Solving (2) for $\kappa^2$ gives

$$\kappa^2=\frac{2m_ca}{1+m_ca/(m_vb)}. \tag{7}$$

As $a\to0$, $b\to E_g$ and the denominator tends to one. Exchanging the edges gives the limit at $E_v$. $\square$

**Remark: any positive pair of masses can be realized.** Choose $\beta=0$, $|P|^2=E_g/(2m_v)$ and $\alpha=1/(2m_c)-1/(2m_v)$. Equations (5) then return the chosen masses. Another choice is $\alpha=0$, $|P|^2=E_g/(2m_c)$ and $\beta=1/(2m_c)-1/(2m_v)$. Both have the same secular equation, because $D$ contains the masses and not $P$ separately. For $m_c=m_v=m$, both diagonal coefficients vanish and

$$\kappa^2=\frac{2mab}{E_g}=2ma\left(1-\frac{a}{E_g}\right).$$

## How the parabolic law is approached

Let $x=a/E_g$, so $a/b=x/(1-x)$. Expanding (7) for small $x$ gives

$$\kappa^2=2m_ca\left[1-\frac{m_c}{m_v}x+O(x^2)\right].$$

The parabola needs more than an energy inside the gap: it needs $m_ca\ll m_vb$. A light valence band spoils it sooner.

The quartic term changes this first correction. Call the Franz value $F=ab/D$. Dividing (1) by $D$ gives $F=\kappa^2+(\alpha\beta/D)\kappa^4$. Replacing $\kappa^4$ by its leading value $F^2$,

$$\kappa^2=F(1-\eta+\cdots),\qquad \eta=\frac{\alpha\beta F}{D}. \tag{8}$$

Near $E_c$, $F\to2m_ca$ and $D\to E_g/(2m_c)$. Thus $\eta\to4\alpha\beta m_c^2x$, and

$$\frac{\kappa^2}{2m_ca}=1-s_cx+O(x^2),\qquad
s_c=\frac{m_c}{m_v}+4\alpha\beta m_c^2. \tag{9}$$

Near $E_v$, the variable is $b/E_g$ and the coefficient is $s_v=m_v/m_c+4\alpha\beta m_v^2$. The parabolic limits survive the quartic term; the slopes with which they are approached do not.

**Remark: tunnelling mass.** If the conduction parabola is forced to reproduce $\kappa$, its mass must depend on energy:

$$m_t=\frac{\kappa^2}{2a},\qquad
\frac1{m_t}=\frac1{m_c}+\frac{a}{m_vb}. \tag{10}$$

The second equation is (7) rearranged. In the Franz model $m_t$ starts at $m_c$ and falls to zero at the valence edge, where $\kappa$ vanishes although $a$ has grown to $E_g$.

**Remark: uncoupled bands.** Suppose $P=0$ and no off-diagonal $k^2$ term exists. Then (5) gives $\alpha=1/(2m_c)$ and $\beta=-1/(2m_v)$, and (1) factorizes:

$$\left(a-\frac{\kappa^2}{2m_c}\right)\left(b-\frac{\kappa^2}{2m_v}\right)=0.$$

These are two independent parabolas. For equal masses $m$ the quartic term cannot be dropped at mid-gap: both parabolas give $\kappa^2=mE_g$, while the Franz formula gives half of that, even though the edge masses are correct. At mid-gap with very unequal masses, the Franz value lies close to the smaller of the two decay constants. At the energy where the parabolas cross, $m_ca=m_vb$, and (2) gives a decay constant smaller than their common value by a factor $\sqrt2$, whatever the mass ratio. The presence of two edges does not by itself give a single smooth curve joining them; interband coupling is needed. Coupling is not always enough either: for $\alpha<0<\beta$ the discriminant $D^2+4\alpha\beta ab$ of (1) can be negative, as at mid-gap for $E_g=|P|=1$, $\alpha=-0.9$, $\beta=0.9$, and $k^2$ is then complex.

## The largest decay constant

By (2), maximizing $\kappa$ means minimizing $h(a)=1/(m_ca)+1/[m_v(E_g-a)]$. Its derivative vanishes when

$$\frac1{m_ca^2}=\frac1{m_vb^2},\qquad \frac ab=\sqrt{\frac{m_v}{m_c}}.$$

Both terms of $h$ are convex, so this is its unique minimum. With $S=\sqrt{m_c}+\sqrt{m_v}$ and $a+b=E_g$,

$$a_*=\frac{E_g\sqrt{m_v}}{S},\qquad b_*=\frac{E_g\sqrt{m_c}}{S}.$$

Substitution gives

$$h(a_*)=\frac{S}{E_g\sqrt{m_cm_v}}\left(\frac1{\sqrt{m_c}}+\frac1{\sqrt{m_v}}\right)=\frac{S^2}{E_gm_cm_v}.$$

Since $1/\kappa^2=h/2$,

$$\kappa_{\max}=\frac{\sqrt{2E_gm_cm_v}}{S}. \tag{11}$$

The maximum lies nearer the edge of the heavier band. There $d\kappa/dE=0$, so the decay constant is insensitive to a small energy shift at first order.

## A crystal with a known decay constant

Take the one-dimensional potential $2V\cos(2\pi x/L)$ with $V=0.1$ hartree and $L=4.5$ bohr. These are round model parameters, not those of a particular oxide. The potential is weak: its maximum, 0.2 hartree, lies below the conduction edge at 0.338 hartree, so in the upper part of the gap the decay is due to Bragg reflection and not to a classical barrier. The edges lie at $k_0=\pi/L$. Plane-wave diagonalization gives $E_g=0.1995$ hartree (5.43 eV), $P=0.7018$, $\alpha=0.4967$ and $\beta=0.4980$. Equation (5) then gives

$$\frac1{2m_c}=0.4967+\frac{0.7018^2}{0.1995}\approx2.966,\qquad m_c\approx0.1686,$$

$$\frac1{2m_v}=\frac{0.7018^2}{0.1995}-0.4980\approx1.971,\qquad m_v\approx0.2537.$$

The masses are in electron masses; they agree in a test with the curvatures of the real bands.

The reference $\kappa$ comes from integrating the Schrödinger equation over one period. Let $M$ map $(\psi,\psi')$ across that period. The constant Wronskian makes the product of its eigenvalues one. At $k=k_0\pm i\kappa$ they are $-e^{\mp\kappa L}$, the minus sign coming from $e^{ik_0L}=-1$. Hence $\operatorname{tr}M=-2\cosh(\kappa L)$. This route uses neither the two-band reduction nor effective masses. Decay constants in bohr$^{-1}$ are:

| $a/E_g$ | Reference | Franz | Conduction parabola | Valence parabola |
|---:|---:|---:|---:|---:|
| 0.1 | 0.0790 | 0.0791 | 0.0820 | 0.3018 |
| 0.3 | 0.1249 | 0.1253 | 0.1421 | 0.2662 |
| 0.5 | 0.1414 | 0.1421 | 0.1834 | 0.2250 |
| 0.7 | 0.1352 | 0.1359 | 0.2170 | 0.1742 |
| 0.9 | 0.0929 | 0.0931 | 0.2460 | 0.1006 |

No parameter has been fitted to the reference decay. At these five energies the largest Franz error, relative to the reference, is 0.50 percent. Keeping the quartic term reduces it to 0.005 percent, which identifies that term as the main source of the Franz error here.

Its size can be checked at mid-gap. There $D\approx0.492$ and $F=0.1421^2\approx0.0202$, so

$$\eta\approx\frac{0.4967\times0.4980\times0.0202}{0.492}\approx0.010.$$

By (8), $\kappa^2$ is about 1 percent below its Franz value and $\kappa$ about half a percent below, as found. The correction is small although $\alpha$ and $\beta$ are both near one half: the condition is $|\eta|\ll1$, not vanishing diagonal coefficients.

The quartic equation also has a real root, $|k|=1.418$ bohr$^{-1}$ at mid-gap. It is not a propagating state in the gap. The one-dimensional Schrödinger equation has two independent solutions at each energy, and the pair $\pm i\kappa$ already accounts for them. The extra root is comparable with the reciprocal-lattice spacing $2k_0=1.396$ bohr$^{-1}$, too large for an expansion about $k_0$.

For the edge limits, take an energy $0.0025E_g$ inside each edge. The reference gives $\kappa^2/(2m_ca)=0.998268$ near $E_c$ and $\kappa^2/(2m_vb)=0.996087$ near $E_v$. Dividing the deviations from one by 0.0025 gives slopes 0.693 and 1.565. Equation (9) and its valence counterpart predict 0.693 and 1.568; Franz alone gives 0.665 and 1.505. The first correction therefore resolves the quartic term even where the parabola itself is accurate.

Equation (11) predicts $\kappa_{\max}=0.1429$ bohr$^{-1}$ (2.70 nm$^{-1}$) at $a_*=0.1099$ hartree. The reference maximum is 0.1421 bohr$^{-1}$ at $a=0.1098$ hartree. Both positions lie beyond mid-gap towards the valence edge, as $m_v>m_c$ requires.

## Consequence for a tunnelling film

Consider nine periods, $d=40.5$ bohr (2.14 nm), and an electron at $a=0.3E_g=0.05984$ hartree. Then $b=0.13963$ hartree, and (2) reads

$$\frac1{\kappa^2}=\frac1{2(0.1686)(0.05984)}+\frac1{2(0.2537)(0.13963)}
\approx49.6+14.1=63.7,$$

so $\kappa\approx0.1253$ bohr$^{-1}$. The corresponding tunnelling mass is 0.131, against 0.130 from the reference and 0.169 at the band edge.

The exponent $2\kappa d$ is 10.11 for the reference, 10.15 for Franz and 11.51 for the conduction parabola. The attenuation factors $e^{-2\kappa d}$ are $4.05\times10^{-5}$, $3.90\times10^{-5}$ and $1.01\times10^{-5}$. Franz is low by 4 percent, and the parabola by a factor of four. A 14 percent error in $\kappa$ has been multiplied by a large exponent.

Attenuation is not yet transmission. Across $N$ periods, $M^N$ has one part growing as $e^{\kappa NL}$ and one decaying as $e^{-\kappa NL}$. When incoming and outgoing waves are matched and the film is thick, the growing part dominates the matching equations. The transmitted amplitude is inversely proportional to it, provided both leads couple to that part. Hence

$$T\approx C(E)e^{-2\kappa d},$$

where $C$ depends on the leads and interfaces but not on $N$. With leads at the mean crystal potential and the film cut at maxima of the potential (another cut changes $C$ but not $\kappa$), wave matching gives $T=1.41\times10^{-4}$ for nine periods, so $C\approx3.49$. For eighteen periods $T=5.72\times10^{-9}$. The logarithm falls by 10.115, in agreement with $2\kappa d$ for the added nine periods. The thickness dependence measures $\kappa$; a single transmission also contains $C$, which the Franz dispersion does not supply.

## Limits of use in gate stacks

For an electron entering a high-permittivity film, $a$ is the height of the film's conduction edge above the electron energy. If the film meets the assumptions of the derivation and the quartic term is small, $m_c$ controls the decay near that edge, and deeper in the gap the valence edge enters through (2). For energies near the valence edge, the roles are reversed.

The derivation does not cover degenerate edges, edges at different $k_0$, or remote bands close enough to make (4) strongly energy-dependent. For such films (2) is not established here. The numerical reference is a one-electron, one-dimensional model. It omits many-electron interactions, transverse momentum, electric fields, interface chemistry, defects and phonons, so its half-percent agreement is not an accuracy estimate for a real oxide. Even within the model the agreement belongs to the weak potential: at the same period $\eta$ grows with $V$, and the largest Franz error in the gap is about 2 percent for $V=0.2$ and 7 percent for $V=0.4$ hartree. The remaining digits of the comparison are in the numerical output.

## Numbers as computed

```
Fourier amplitude V = 0.100 hartree
Period L = 4.500 bohr
Zone-boundary wave number k0 = 0.698132 1/bohr
Valence edge Ev = 0.138822 hartree
Conduction edge Ec = 0.338298 hartree
Gap Eg = 0.199475 hartree = 5.4280 eV
Conduction mass mc = 0.168598 electron masses
Valence mass mv = 0.253680 electron masses
Momentum element P = 0.701785 atomic units
alpha = 0.496653, beta = 0.497995 atomic units
Decay constants in 1/bohr; x = (Ec-E)/Eg
x    reference Franz     quartic   cond.par. val.par.
0.1  0.079038  0.079143  0.079037  0.082014  0.301803
0.3  0.124873  0.125321  0.124869  0.142052  0.266165
0.5  0.141437  0.142139  0.141431  0.183388  0.224951
0.7  0.135196  0.135863  0.135189  0.216987  0.174246
0.9  0.092881  0.093118  0.092878  0.246041  0.100601
Largest Franz error in table = 0.4965 percent
Largest quartic error in table = 0.00479 percent
Extra midgap root |k| = 1.41800 1/bohr
Edge-test distance / Eg = 0.0025
Reference kappa^2/(2 mc a) near Ec = 0.998268
Reference kappa^2/(2 mv b) near Ev = 0.996087
Ec correction: measured 0.69298, predicted 0.69273
Ev correction: measured 1.56516, predicted 1.56831
Franz-only corrections: Ec 0.66461, Ev 1.50464
Franz maximum at Ec-E = 0.109890 hartree
Reference maximum at Ec-E = 0.109787 hartree
Franz kappa_max = 0.142874 1/bohr = 2.6999 1/nm
Reference kappa_max = 0.142146 1/bohr
Film: 9 periods, d = 40.50 bohr = 2.1432 nm
Film energy below Ec = 0.059843 hartree
Film energy above lead potential = 0.278455 hartree
Tunnelling mass, Franz = 0.131222 electron masses
Tunnelling mass, reference = 0.130286 electron masses
reference: 2 kappa d = 10.11471, exp(-2 kappa d) = 4.04796e-05
Franz: 2 kappa d = 10.15098, exp(-2 kappa d) = 3.90378e-05
conduction parabola: 2 kappa d = 11.50618, exp(-2 kappa d) = 1.00677e-05
Parabola/reference attenuation = 0.24871
Franz/reference attenuation = 0.96438
Transmission, 9 periods = 1.41193e-04
Transmission, 18 periods = 5.71579e-09
Log transmission drop on doubling = 10.114651
Transmission prefactor = 3.48800
```
